\section*{Carrier density does not fix impurity-limited mobility in compensated semiconductors}

\section{The result and the belief}

Two samples of the same n-type semiconductor, at the same temperature and with the same density $n$ of free electrons, can have very different impurity-limited mobilities. If the samples contain $N_D$ donors and $N_A<N_D$ acceptors per unit volume, the density of charged scatterers is
\begin{equation}
N_I=n+2N_A, \label{NI}
\end{equation}
while the screening of each scatterer is set by Brooks's effective density
\begin{equation}
n'=n+\frac{(n+N_A)(N_D-N_A-n)}{N_D}. \label{neff}
\end{equation}
In general neither is a function of $n$ alone. When all donors are ionized, $n'=n$, and at fixed $n$ and temperature the mobility $\mu$ depends on the compensation ratio $K=N_A/N_D$ as
\begin{equation}
\frac{\mu(K)}{\mu(0)}=\frac{1-K}{1+K}. \label{ratio}
\end{equation}
At $K=0.6$ this is one quarter.

The belief to be refuted says that, for a given material and temperature, the carrier density determines the impurity-limited mobility. It has a sound origin. With no acceptors, each free electron leaves behind one ionized donor, so $N_I=n$. If, in addition, no donor is neutral, the free electrons do all the screening. One number then fixes both the scatterers and their range, and a curve of mobility against $n$ is legitimate. The error lies in carrying that curve over to compensated material. An acceptor captures an electron that a donor has released: it removes one carrier and leaves two charged centres. A measurement of $n$ sees the difference between the densities of ionized donors and ionized acceptors, whereas scattering responds to their sum.

The derivation treats a parabolic band of effective mass $m$ in a medium of dielectric constant $\kappa$. The electrons are nondegenerate, all acceptors are filled, and holes are negligible. Formulas are in Hartree atomic units, with the temperature $T$ written as an energy. Scattering is treated in the Born approximation and screening in linear response. Phonons and neutral impurities are left out, so $\mu$ is one component of a real mobility.

\section{Counting the charged centres}

Let $N_D^+$ be the density of ionized donors. Neutrality requires $N_D^+=n+N_A$. Adding the charged acceptors gives $N_I=N_D^++N_A=n+2N_A$, which is Eq.~\eqref{NI}. The two kinds may be added because the Born scattering rate contains the square of the charge, as shown below.

To hold $n$ fixed while $K$ varies, we need the donor occupancy. A donor is either empty, with statistical weight 1, or holds one electron of either spin at energy $-E_d$ below the band edge. The second electron is excluded by repulsion. With chemical potential $\zeta$, measured from the band edge, the occupied weight is $2e^{(\zeta+E_d)/T}$, and the occupied fraction is
\begin{equation}
f=\frac{2e^{(\zeta+E_d)/T}}{1+2e^{(\zeta+E_d)/T}}. \label{occ}
\end{equation}
The free density is
\begin{equation}
n=2\int\!\frac{d^3k}{(2\pi)^3}\,e^{\zeta/T-k^2/(2mT)}=N_ce^{\zeta/T},
\qquad N_c=2\left(\frac{mT}{2\pi}\right)^{3/2},
\end{equation}
because the Gaussian integral equals $(2\pi mT)^{3/2}$. Replacing $e^{\zeta/T}$ by $n/N_c$ in Eq.~\eqref{occ} gives
\begin{equation}
f=\frac{n}{n+n_1},\qquad n_1=\frac{N_c}{2}e^{-E_d/T}. \label{f}
\end{equation}
Fixed $n$ and $T$ therefore mean fixed $f$, whatever the doping.

Neutrality now reads $N_D(1-f)=n+KN_D$, so
\begin{equation}
N_D=\frac{n}{1-f-K},\qquad N_A=\frac{nK}{1-f-K}, \label{dopants}
\end{equation}
and hence
\begin{equation}
\frac{N_I}{n}=1+\frac{2K}{1-f-K}=\frac{1-f+K}{1-f-K}. \label{count}
\end{equation}
A given $n$ can be reached only for $K<1-f$. At $K=0$ the count is $N_I=n$ for any $f$; for $K>0$ it depends on doping that $n$ does not reveal.

\section{What screens a charged centre}

Place a charge $Z=\pm1$ at the origin and let $\phi(\mathbf r)$ be the resulting electrostatic potential. An electron has energy $-\phi$ in it. If $\phi$ varies slowly over a bound state, the band edge and the donor level both shift by $-\phi$, which is equivalent to replacing $\zeta$ by $\zeta+\phi$ locally. Free and bound electrons both respond:
\begin{equation}
\frac{\partial n}{\partial\zeta}=\frac nT,\qquad
\frac{\partial f}{\partial\zeta}=\frac{f(1-f)}{T}. \label{responses}
\end{equation}
The second result follows by writing $f=w/(1+w)$ with $w\propto e^{\zeta/T}$: then $\partial f/\partial\zeta=(w/T)/(1+w)^2$, and $1-f=1/(1+w)$. To first order in $\phi$, the electron density rises by $n'\phi/T$, where
\begin{equation}
n'=n+N_Df(1-f). \label{response}
\end{equation}
Since $N_D(1-f)=n+N_A$ and $N_Df=N_D-N_A-n$, this is Eq.~\eqref{neff}. Inserting Eq.~\eqref{dopants} gives its value at fixed $n$:
\begin{equation}
\frac{n'}{n}=1+\frac{f(1-f)}{1-f-K}. \label{screenK}
\end{equation}

The added electrons carry negative charge, so Poisson's equation is
\begin{equation}
\nabla^2\phi=-\frac{4\pi}{\kappa}\left[Z\delta(\mathbf r)-\frac{n'}{T}\phi\right],
\end{equation}
or
\begin{equation}
(\nabla^2-q_s^2)\phi=-\frac{4\pi Z}{\kappa}\delta(\mathbf r),\qquad
q_s^2=\frac{4\pi n'}{\kappa T}. \label{qs}
\end{equation}
The decaying solution is $\phi=Ze^{-q_sr}/(\kappa r)$. In Fourier space $\nabla^2$ becomes $-q^2$, so the potential energy of an electron has the transform
\begin{equation}
V(q)=-\frac{4\pi Z}{\kappa(q^2+q_s^2)}. \label{V}
\end{equation}

Fixed acceptor charges do not screen: their occupancy does not respond. They enter $n'$ indirectly, by emptying donors and so permitting bound electrons to redistribute. If $f\to0$ at a fixed $K<1$, the redistributed charge becomes negligible and $n'\to n$. By Eq.~\eqref{screenK}, this requires $f\ll1-K$, not merely $f\ll1$. The bound-electron term also presumes that donor occupancies have time to reach equilibrium. If they are frozen, it must be dropped from the response.

\section{From scattering to mobility}

Assume that the centres occupy independent random positions. In the squared matrix element of their total potential, the cross terms then average to zero at nonzero momentum transfer, and the rates of single centres add. The golden rule gives the scattering rate into $d^3k'$ as
\begin{equation}
2\pi N_I|V(q)|^2\,\delta(E-E')\,\frac{d^3k'}{(2\pi)^3}.
\end{equation}
Since $E'=k'^2/(2m)$, the radial integral is $\int k'^2dk'\,\delta(E-E')=mk$. The rate per unit solid angle is therefore
\begin{equation}
w(\Theta)=\frac{N_Imk}{4\pi^2}|V(q)|^2,\qquad q^2=2k^2(1-\cos\Theta),
\end{equation}
where $\Theta$ is the scattering angle. The factor $Z^2=1$ is the same for both kinds of centre.

A field along $z$ produces a deviation of the distribution proportional to $\cos\theta$, with $\theta$ the angle between $\mathbf k$ and $z$. After scattering, $\cos\theta'=\cos\theta\cos\Theta+\sin\theta\sin\Theta\cos\varphi$. The last term vanishes on integration over the azimuth $\varphi$, so collisions multiply the deviation by $-1/\tau$, where
\begin{equation}
\frac1\tau=2\pi\int_{-1}^{1}w(\Theta)(1-\cos\Theta)\,d\cos\Theta.
\end{equation}
Put $x=1-\cos\Theta$ and $b=4k^2/q_s^2$. Then $q^2+q_s^2=q_s^2(1+bx/2)$, and
\begin{equation}
\frac1\tau=\frac{N_Imk}{2\pi}\,\frac{16\pi^2}{\kappa^2q_s^4}
\int_0^2\frac{x\,dx}{(1+bx/2)^2}.
\end{equation}
With $t=bx/2$ the integral becomes
\begin{equation}
\frac4{b^2}\int_0^b\left[\frac1{1+t}-\frac1{(1+t)^2}\right]dt=\frac4{b^2}G(b),
\quad G(b)=\ln(1+b)-\frac b{1+b}.
\end{equation}
Since $b^2q_s^4=16k^4$, the prefactors combine to
\begin{equation}
\frac1\tau=\frac{2\pi N_ImG(b)}{\kappa^2k^3}. \label{tau}
\end{equation}
The number of scatterers enters linearly. Screening enters through $G$, which is logarithmic for large $b$.

An electron in a field $F$ feels the force $-F$. The steady Boltzmann equation is $-F\,\partial f_0/\partial k_z=-\delta f/\tau$, where $f_0\propto e^{-E/T}$ is the equilibrium distribution. Hence $\delta f=-F\tau v_zf_0/T$. The mean velocity is opposite to the field, and its magnitude divided by $F$ is
\begin{equation}
\mu=\frac{\langle v_z^2\tau\rangle}{T}
=\frac{2}{3mT}\,\frac{\int_0^\infty E^{3/2}\tau e^{-E/T}dE}{\int_0^\infty E^{1/2}e^{-E/T}dE}.
\end{equation}
Here $v_z^2$ was averaged over angles to $2E/(3m)$, and the density of states supplied $E^{1/2}$. Integration by parts gives $\int E^{3/2}e^{-E/T}dE=\tfrac32T\int E^{1/2}e^{-E/T}dE$. The mobility is thus $1/m$ times the average of $\tau$ with weight $E^{3/2}e^{-E/T}$. With $s=E/T$, $k^3=(2mTs)^{3/2}$ and Eq.~\eqref{tau},
\begin{equation}
\mu=\frac{\kappa^2(2mT)^{3/2}}{2\pi N_Im^2\Gamma(5/2)}
\int_0^\infty\frac{s^3e^{-s}}{G(b_Ts)}\,ds,\qquad b_T=\frac{8mT}{q_s^2}. \label{mu}
\end{equation}

The factor $s^3e^{-s}$ peaks at $s=3$. Evaluating the slowly varying $G$ there leaves $\int_0^\infty s^3e^{-s}ds=6$. With $\Gamma(5/2)=3\sqrt\pi/4$, the result is the Brooks--Herring estimate
\begin{equation}
\mu\simeq\frac{2^{7/2}\kappa^2T^{3/2}}{\pi^{3/2}m^{1/2}N_IG(3b_T)}. \label{BH}
\end{equation}

\section{How compensation acts}

For fully ionized donors $f=0$, so $n'=n$ and $b_T$ is independent of $K$ at fixed $n$ and $T$. The whole integral in Eq.~\eqref{mu} is then unchanged. What remains is $\mu\propto1/N_I$, and Eq.~\eqref{count} gives Eq.~\eqref{ratio}. This step does not need the estimate \eqref{BH}.

With neutral donors, the count and the screening both grow with $K$. Their effects can be compared through
\begin{equation}
S=\frac{d\ln G}{d\ln b}=\frac{b^2}{(1+b)^2G(b)},
\end{equation}
which follows from $dG/db=b/(1+b)^2$. Since $b\propto1/n'$, Eq.~\eqref{BH} gives, at fixed $n$ and $T$,
\begin{equation}
d\ln\mu=-d\ln N_I+S\,d\ln n'. \label{sens}
\end{equation}
Stronger screening raises the mobility, but for large $b$ the factor $S\simeq1/G$ is small.

Holding the donor density fixed is a different comparison. With full ionization, $n=N_D(1-K)$ and $N_I=N_D(1+K)$. The count at most doubles, while screening weakens. If $b_0$ is the value of $b$ at $E=3T$ for $K=0$, Eq.~\eqref{BH} gives
\begin{equation}
\frac{\mu(K)}{\mu(0)}\simeq\frac{G(b_0)}{(1+K)\,G\!\left(b_0/(1-K)\right)}.
\end{equation}
This is not Eq.~\eqref{ratio}, because the carrier density now changes too. A statement about compensation must say what is held fixed.

Freeze-out at fixed doping separates $n$ from scattering even more sharply. As $n\to0$, Eqs.~\eqref{NI} and \eqref{neff} tend to $N_I\to2N_A$ and $n'\to N_A(1-N_A/N_D)$. The carriers disappear, but the charged centres remain, and so does the bound-electron response, provided it can equilibrate and stays linear.

\section{A numerical refutation}

Take the round model values $m=0.1$, $\kappa=12$, a temperature of 200 K, $E_d=60$ meV and $n=10^{15}$ cm$^{-3}$. They stand for no named material. Practical units are used for the numbers because atomic units are awkward for so dilute a gas. The band density $N_c=4.32\times10^{17}$ cm$^{-3}$ far exceeds $n$, as nondegeneracy requires.

The thermal energy is 17.235 meV, so Eq.~\eqref{f} gives
\begin{align}
n_1&=\tfrac12(4.32\times10^{17})e^{-60/17.235}
=6.64\times10^{15}\ \text{cm}^{-3},\\
f&=\frac1{1+6.64}=0.131.
\end{align}
At $K=0.6$, $1-f-K=0.269$, and therefore
\begin{align}
N_A&=\frac{0.6}{0.269}\,n=2.23\times10^{15}\ \text{cm}^{-3},\\
N_I&=(1+2\times2.23)\,n=5.46\times10^{15}\ \text{cm}^{-3},\\
n'&=\left(1+\frac{0.131\times0.869}{0.269}\right)n
=1.42\times10^{15}\ \text{cm}^{-3}.
\end{align}
The mobilities below come from the integral in Eq.~\eqref{mu}:
\begin{center}
\begin{tabular}{ccccc}
$K$ & $N_I/n$ & $n'/n$ & $\mu$ [cm$^2$/(V\,s)] & $\mu(K)/\mu(0)$\\
0 & 1.00 & 1.13 & $5.48\times10^5$ & 1.00\\
0.2 & 1.60 & 1.17 & $3.44\times10^5$ & 0.63\\
0.4 & 2.71 & 1.24 & $2.05\times10^5$ & 0.37\\
0.6 & 5.46 & 1.42 & $1.03\times10^5$ & 0.19\\
0.7 & 9.27 & 1.67 & $0.62\times10^5$ & 0.11
\end{tabular}
\end{center}
Every row has the same carrier density, yet within this model the mobility falls by a factor of about nine. This is the charged-impurity component alone. In a real sample neutral donors scatter too, and at this temperature phonons can hide most of the fall. Suppose that phonons alone gave $10^4$ cm$^2$/(V\,s), with the acoustic-phonon dependence $\tau\propto E^{-1/2}$. Adding the two scattering rates at each energy before averaging would then give totals of $9.1\times10^3$ and $6.8\times10^3$ cm$^2$/(V\,s) for the first and last rows. Simply adding inverse mobilities would give $9.8\times10^3$ and $8.6\times10^3$ cm$^2$/(V\,s), which understates the fall because the two mechanisms limit electrons of different energies. The full effect appears only where charged impurities dominate the scattering.

The fall at $K=0.6$ can be taken apart. The count alone would give $1/5.46=0.183$. Between $K=0$ and $K=0.6$, $n'$ grows by the factor $1.42/1.13=1.26$. At $K=0.6$ and $E=3T$, $b=4362$ and $G=7.38$, so $S\simeq0.135$. Equation~\eqref{sens} then predicts a gain of $0.135\ln1.26\simeq0.03$, which raises 0.183 to 0.189, the value obtained from the full integral. Extra screening offsets only a small part of the loss.

The result lies below the fully ionized ratio, 0.25, although screening has improved. Equation~\eqref{dopants} gives the reason: when some donors are neutral, reaching the same $n$ at the same $K$ takes more donors and hence more acceptors. Leaving out the bound-electron response, but keeping the same scatterers, gives $0.99\times10^5$ cm$^2$/(V\,s) at $K=0.6$, about 5\% below the value with Brooks's density. The estimate \eqref{BH} gives $1.05\times10^5$ cm$^2$/(V\,s), about 2\% above the full integral.

The screening length was tested with the nonlinear Poisson equation around one extra acceptor at $K=0.6$, keeping the full occupation statistics. The far potential decays at the rate $q_s$ within the tested tolerance of 0.3\%, with $1/q_s=89.6$ nm. Free electrons alone would give a rate of $0.84q_s$. This test supports $n'$ within mean-field equilibrium; it does not test whether real donors equilibrate quickly enough.

\section{Where the result needs care}

Equal weight for donors and acceptors is a leading-order result. For $k\gg q_s$, as here, the size of the corrections to the Born result can be estimated by comparing the Coulomb energy $k/\kappa$ at a distance $1/k$ with the kinetic scale $k^2/m$. The ratio is $m/(\kappa k)$, whose square is the hydrogenic energy $m/(2\kappa^2)$ divided by $E$. At $E=3T$ this is $9.45/51.7=0.18$, so the parameter is 0.43, which is not very small. A phase-shift calculation for the bare screened Coulomb potential of Eq.~\eqref{V}, at that energy and $K=0.6$, gives momentum-transfer cross-sections of 0.970 times the Born value for a donor and 0.929 times for an acceptor. Weighting them by their densities gives
\begin{equation}
\frac{3.23\times0.970+2.23\times0.929}{5.46}=0.95.
\end{equation}
For bare screened Coulomb centres at this energy, the Born formula thus overestimates the total scattering by about 5\%. The error grows for slower electrons: the weighted factor is 0.87 at $E=T$ and 0.78 at $E=T/2$. These are the energies at which impurities limit the electrons in the phonon example above, so its totals are less accurate than the 5\% suggests. This figure does not cover the whole donor of the example. A Coulomb centre binds by only about 9.45 meV, so a level at 60 meV implies an additional short-range attraction, which Eq.~\eqref{V} omits. Such a core acts mainly on the s-wave phase shift. The s-wave term of the momentum-transfer cross-section can reach $4\pi/k^2$, which is $2/(0.183\times7.38)\simeq1.5$ times the Born value $2\pi m^2G/(\kappa^2k^4)$, so the donor cross-section, and with it the absolute mobilities in the table, can change by a factor of order one. For model Gaussian cores of radius 0.6 and 1.6 nm tuned to bind at 60 meV, the donor cross-section is 2.1 and 2.4 times the Born value at $E=3T$ and about 3.5 times at $E=6T$, so for such donors the tabulated mobilities are too high. Neither correction restores a mobility fixed by $n$: with donor and acceptor cross-sections $\sigma_D$ and $\sigma_A$, the rate is proportional to $(n+N_A)\sigma_D+N_A\sigma_A$, which grows with $N_A$ at fixed $n$ for any fixed positive values of the two. The ratios in the table do change, however: with $\sigma_D=2\sigma_A$, for example, the rate at $K=0.6$ is $3.23+2.23/2\simeq4.3$ times that at $K=0$, instead of 5.46 times.

Linear screening also requires potential fluctuations smaller than $T$. For independent random centres, the variance of the potential energy is
\begin{equation}
\gamma^2=N_I\int d^3r\,\frac{e^{-2q_sr}}{\kappa^2r^2}
=\frac{4\pi N_I}{\kappa^2}\int_0^\infty e^{-2q_sr}dr
=\frac{2\pi N_I}{\kappa^2q_s}.
\end{equation}
In the example $\gamma/T$ grows from 0.175 at $K=0$ to 0.48 at $K=0.7$, so the last row is the least secure. Cooling a compensated sample at fixed doping also breaks the condition eventually: once $N_I$ and $n'$ have reached their freeze-out limits, $q_s\propto T^{-1/2}$ and hence $\gamma/T\propto T^{-3/4}$.

The approach to the largest possible compensation is worse. Let $\Delta=1-f-K\to0$ at fixed $n$ and $f>0$. Equations~\eqref{count} and \eqref{screenK} give $N_I\simeq2n(1-f)/\Delta$ and $n'\simeq nf(1-f)/\Delta$. Because $\gamma^2\propto N_I/\sqrt{n'}$, it grows as $\Delta^{-1/2}$, even though screening strengthens. For $f=0$, $n'$ stays at $n$ and $\gamma^2$ grows as $\Delta^{-1}$. In either case the linear theory fails before the limit is reached, and Eq.~\eqref{mu} should not be used there.

Finally, the centres are not fully independent. Near an acceptor $\phi$ is negative, which lowers $f$ and makes a nearby donor more likely to be ionized. The theory includes this tendency in the mean screening charge, but omits further correlations between scatterers. These corrections affect the size of the mobility at given doping. They do not remove the need to know the doping: a value of $n$ leaves $N_A$ undetermined, and $N_A$ sets how many charged centres the electrons meet. The numerical output gives the full set of densities and mobilities.

\section*{Computed values}
\begin{verbatim}
effective mass: 0.10 electron masses
dielectric constant: 12.0
temperature: 200 K
thermal energy: 17.235 meV
donor depth: 60.0 meV
hydrogenic depth: 9.448 meV
free density n: 1.000e+15 cm^-3
band density N_c: 4.3195e+17 cm^-3
donor density scale n1: 6.6446e+15 cm^-3
donor occupancy f: 0.13081
upper limit of K at this n: 0.86919
K=0.0: N_A=0.0000e+00, N_D=1.1505e+15 cm^-3
  N_I=1.0000e+15, n_eff=1.1308e+15 cm^-3
  mobility=5.4777e+05 cm^2/(V s), ratio to K=0: 1.0000
  free-carrier screening only=5.3916e+05 cm^2/(V s)
  fully ionized mobility ratio=1.0000; rms potential/T=0.175
K=0.2: N_A=2.9887e+14, N_D=1.4943e+15 cm^-3
  N_I=1.5977e+15, n_eff=1.1699e+15 cm^-3
  mobility=3.4436e+05 cm^2/(V s), ratio to K=0: 0.6287
  free-carrier screening only=3.3745e+05 cm^2/(V s)
  fully ionized mobility ratio=0.6667; rms potential/T=0.219
K=0.4: N_A=8.5253e+14, N_D=2.1313e+15 cm^-3
  N_I=2.7051e+15, n_eff=1.2423e+15 cm^-3
  mobility=2.0500e+05 cm^2/(V s), ratio to K=0: 0.3743
  free-carrier screening only=1.9931e+05 cm^2/(V s)
  fully ionized mobility ratio=0.4286; rms potential/T=0.281
K=0.6: N_A=2.2289e+15, N_D=3.7149e+15 cm^-3
  N_I=5.4578e+15, n_eff=1.4224e+15 cm^-3
  mobility=1.0345e+05 cm^2/(V s), ratio to K=0: 0.1889
  free-carrier screening only=9.8786e+04 cm^2/(V s)
  fully ionized mobility ratio=0.2500; rms potential/T=0.386
K=0.7: N_A=4.1374e+15, N_D=5.9105e+15 cm^-3
  N_I=9.2747e+15, n_eff=1.6720e+15 cm^-3
  mobility=6.2225e+04 cm^2/(V s), ratio to K=0: 0.1136
  free-carrier screening only=5.8132e+04 cm^2/(V s)
  fully ionized mobility ratio=0.1765; rms potential/T=0.483
checks below use K: 0.6
screening length: 89.640 nm
nonlinear tail decay / q_s: 0.99998
free-only q / q_s: 0.83848
b at 3T: 4361.84; G at 3T: 7.3811
direct k-space mobility: 1.0345e+05 cm^2/(V s)
closed estimate at 3T: 1.0510e+05 cm^2/(V s)
weak-charge mean phase-shift/Born area: 0.9992
donor phase-shift/Born area: 0.9696
acceptor phase-shift/Born area: 0.9291
\end{verbatim}
